# The velocity term of time-dependent PAW for moving nuclei

## A hydrogen atom in uniform motion

A hydrogen atom moves along \(z\) at \(v=0.1\) atomic units (\(2.19\times10^5\) m/s, a proton kinetic energy of 249.8 eV). Its electron rides along as \(u(\mathbf r-\mathbf vt)e^{-i\varepsilon t}\), and Galilean invariance fixes \(\varepsilon-E_0=-v^2/2=-0.005000\) hartree. A projector augmented-wave (PAW) calculation with the two partial waves \(\phi_{1s}\) and \(z\phi_{1s}\) that evaluates the static operators at the moving position gives, to second order in \(v\), \(-0.004723\) hartree. The projector-gradient part of the missing term alone, the \(\Delta O\) term of (5) below, restores norm conservation but gives \(-0.003518\) hartree. The whole term gives \(-0.005000\) hartree, or \(-0.1361\) eV. These three numbers are second-order shifts and belong to that set with the sphere radius (2 bohr), matching and projectors specified below; with those projectors the whole term is exact at order \(v^2\), the only order treated here; the three energy sets treated at the end err in either direction without the term and come successively closer to \(-v^2/2\) with it. The missing term comes from the motion of the PAW transformation itself.

## The transformation and the equation of motion

Hartree units are used, \(\hat{\mathbf p}=-i\nabla\), and the nuclei are classical points on given paths \(\mathbf R_a(t)\) with \(\mathbf v_a=\dot{\mathbf R}_a\). The all-electron orbital is \(\psi=T\tilde\psi\), with
\[T=1+\sum_a t_a,\qquad t_a=\sum_i|\chi_i^a\rangle\langle p_i^a|,\qquad \chi_i=\phi_i-\tilde\phi_i,\qquad \langle p_i|\tilde\phi_j\rangle=\delta_{ij}.\]
The partial waves \(\phi_i\) and their smooth partners \(\tilde\phi_i\) agree in value and at least in slope at the radius \(r_c\); \(\chi_i\) and the projectors \(p_i\) are zero outside it and go continuously to zero at it. Three assumptions are made. Every atomic function is rigid, a fixed function of \(\mathbf r-\mathbf R_a(t)\). Spheres of different atoms are disjoint. And \(T\) is invertible: for one atom \(Tg=0\) means \(g=-\sum_j\chi_jc_j\) with \(c_i=\langle p_i|g\rangle\), so \(\sum_j(\delta_{ij}+\langle p_i|\chi_j\rangle)c_j=\sum_j\langle p_i|\phi_j\rangle c_j=0\), which has no nonzero solution when the matrix \(\langle p_i|\phi_j\rangle\) is nonsingular.

Insert \(\psi=T\tilde\psi\) into \(i\partial_t\psi=H\psi\), where \(H\) is any Hermitian one-electron Hamiltonian, Kohn-Sham included. The product rule gives \(iT\partial_t\tilde\psi=HT\tilde\psi-i\dot T\tilde\psi\). Multiplying by \(T^\dagger\),
\[iS\,\partial_t\tilde\psi=(\tilde H+P)\tilde\psi,\qquad S=T^\dagger T,\quad \tilde H=T^\dagger HT,\quad P=-iT^\dagger\dot T.\tag{1}\]

## Linearity in the velocities

Write \(\partial\equiv\nabla_{\mathbf R_a}\). By rigidity \(T\) depends on time through the positions alone, so \(\dot T=\sum_a\mathbf v_a\cdot\partial t_a\): it is linear in the velocities and contains no acceleration. Partial waves updated in time would add a further term. The product rule on \(t_a\) gives
\[\partial t=\sum_i\big(|\partial\chi_i\rangle\langle p_i|+|\chi_i\rangle\langle\partial p_i|\big),\qquad \partial F(\mathbf r-\mathbf R)=-\nabla F(\mathbf r-\mathbf R).\tag{2}\]
The cross terms \(t_b^\dagger\,\partial t_a\) with \(b\ne a\) contain \(\langle\chi^b|\partial\chi^a\rangle\) and \(\langle\chi^b|\chi^a\rangle\). Since \(\chi^a\) is continuous at \(r_c\), its gradient has no surface delta function, and both integrals vanish for disjoint spheres. Therefore
\[P=-i\sum_a\mathbf v_a\cdot(1+t_a^\dagger)\,\partial t_a.\tag{3}\]
For overlapping spheres this fails: two hydrogen spheres with \(r_c=2\) bohr at 2.5 bohr separation have \(\langle\chi^a_{1s}|\partial\chi^b_{1s}\rangle=-1.6\times10^{-4}\) bohr\(^{-1}\) along the axis.

For one atom there is a closed form. The translation \(U=e^{-\mathbf R\cdot\nabla}\) carries \(F(\mathbf r)\) to \(F(\mathbf r-\mathbf R)\), so \(t(\mathbf R)=Ut(0)U^{-1}\), and differentiating both exponentials,
\[\partial t=-\nabla t+t\nabla=-[\nabla,T].\]
Then \(P=i\mathbf v\cdot T^\dagger(\nabla T-T\nabla)\), and with \(i\nabla=-\hat{\mathbf p}\),
\[P=-\mathbf v\cdot\big(T^\dagger\hat{\mathbf p}T-S\hat{\mathbf p}\big).\tag{4}\]
Apart from the factor \(-\mathbf v\), the term compares the momentum operator acting after \(T\) with the same operator acting before \(T\), both projected on the true orbital. It vanishes for \(T=1\), where the two coincide.

## Reduction to projectors and one-centre integrals

Equation (3) still acts with the hard functions \(\chi_i\), which a smooth basis cannot hold. Define \(Q=\sum_i|\tilde\phi_i\rangle\langle p_i|\), and call \(g\) expandable if \(Qg=g\) inside the sphere. Since \(t^\dagger=\sum_k|p_k\rangle(\langle\phi_k|-\langle\tilde\phi_k|)\),
\[1+t^\dagger=(1-Q^\dagger)+\sum_k|p_k\rangle\langle\phi_k|.\]
The kets in (2) vanish outside the sphere, so all integrals below run over the sphere. Define
\[\Delta O_{ki}=\langle\phi_k|\phi_i\rangle-\langle\tilde\phi_k|\tilde\phi_i\rangle,\qquad \mathbf G_{ki}=\langle\phi_k|\nabla|\phi_i\rangle-\langle\tilde\phi_k|\nabla|\tilde\phi_i\rangle.\]
Put \(\phi_k=\tilde\phi_k+\chi_k\) in the term that holds \(\tilde\phi_i\):
\[\langle\phi_k|\chi_i\rangle=\langle\phi_k|\phi_i\rangle-\langle\tilde\phi_k|\tilde\phi_i\rangle-\langle\chi_k|\tilde\phi_i\rangle=\Delta O_{ki}-\langle\chi_k|\tilde\phi_i\rangle,\]
\[\langle\phi_k|\partial\chi_i\rangle=\langle\phi_k|\partial\phi_i\rangle-\langle\tilde\phi_k|\partial\tilde\phi_i\rangle-\langle\chi_k|\partial\tilde\phi_i\rangle=-\mathbf G_{ki}-\langle\chi_k|\partial\tilde\phi_i\rangle.\]
The sign of \(\mathbf G\) comes from \(\partial=-\nabla\). The two leftover pieces combine, after multiplication by \(\langle\partial p_i|\) and \(\langle p_i|\) and summation over \(i\), into
\[-\langle\chi_k|\sum_i\big(|\tilde\phi_i\rangle\langle\partial p_i|+|\partial\tilde\phi_i\rangle\langle p_i|\big)=-\langle\chi_k|\partial Q.\]
The operator \(Q\) is rigid like \(t\), so \(\partial Q=-\nabla Q+Q\nabla=\nabla(1-Q)-(1-Q)\nabla\). Collecting terms, \(P=P_{\rm sep}+P_{\rm rem}\) with
\[P_{\rm sep}=-i\sum_a\mathbf v_a\cdot\sum_{ij}\Big[|p_i\rangle\Delta O_{ij}\langle\partial p_j|-|p_i\rangle\mathbf G_{ij}\langle p_j|\Big],\tag{5}\]
\[P_{\rm rem}=-i\sum_a\mathbf v_a\cdot\Big\{(1-Q^\dagger)\partial t-\sum_k|p_k\rangle\langle\chi_k|\big[\nabla(1-Q)-(1-Q)\nabla\big]\Big\}.\tag{6}\]
Equation (5) is the working formula: it needs projections on \(p_j\) and on \(\partial p_j=-\nabla p_j\), and two matrices computed once per species. It is not an identity for a finite set of partial waves. In \(\langle F|P_{\rm rem}|g\rangle\) the three pieces contain \((1-Q)F\), \((1-Q)g\) and \((1-Q)\nabla g\), so the remainder vanishes if the bra, the ket and the gradient of the ket are all expandable. The third condition arises because the expansion must continue to hold while the sphere slides over \(g\).

The same device gives the static operators. For expandable bra and ket and a local or differential \(A\), the three terms of \(T^\dagger AT-A\) have coefficients \(\langle\tilde\phi_i|A|\chi_j\rangle+\langle\chi_i|A|\tilde\phi_j\rangle+\langle\chi_i|A|\chi_j\rangle=\langle\phi_i|A|\phi_j\rangle-\langle\tilde\phi_i|A|\tilde\phi_j\rangle\). With \(A=1\) this is \(S_{\rm sep}=1+\sum|p_i\rangle\Delta O_{ij}\langle p_j|\). For \(H=-\frac12\nabla^2+V\), choose a smooth \(\tilde v\) equal to \(V\) outside the sphere; the localized \(B=\tilde v-V\) obeys \(B=Q^\dagger BQ\) between expandable states, and adding \(B-Q^\dagger BQ\) gives
\[\tilde H_{\rm sep}=\tilde h+\sum|p_i\rangle\Delta H_{ij}\langle p_j|,\quad \tilde h=-\tfrac12\nabla^2+\tilde v,\quad \Delta H_{ij}=\langle\phi_i|H|\phi_j\rangle-\langle\tilde\phi_i|\tilde h|\tilde\phi_j\rangle.\]

## The one-centre gradient integrals

Let \(\phi_j=R_j(r)Y_{lm}\) and \(\mu=z/r\). From \(\partial_zr=\mu\) and \(\partial_z\mu=1/r-z^2/r^3=(1-\mu^2)/r\),
\[\partial_z(R_jY_{lm})=R_j'\,\mu Y_{lm}+\frac{R_j}{r}(1-\mu^2)\partial_\mu Y_{lm}.\]
The associated Legendre functions obey \((2l+1)\mu P_l^m=(l-m+1)P_{l+1}^m+(l+m)P_{l-1}^m\) and \((1-\mu^2)\partial_\mu P_l^m=(l+m)P^m_{l-1}-l\mu P_l^m\). With \(N_l^2=\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}\) the ratios are \(N_l^2/N_{l+1}^2=\frac{(2l+1)(l+1+m)}{(2l+3)(l+1-m)}\) and \(N_l^2/N_{l-1}^2=\frac{(2l+1)(l-m)}{(2l-1)(l+m)}\), so that
\[\frac{N_l}{N_{l+1}}\frac{l-m+1}{2l+1}=a_{l},\qquad \frac{N_l}{N_{l-1}}\frac{l+m}{2l+1}=a_{l-1},\qquad a_l=\sqrt{\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}}.\]
Hence \(\mu Y_{lm}=a_lY_{l+1,m}+a_{l-1}Y_{l-1,m}\), and
\[(1-\mu^2)\partial_\mu Y_{lm}=(2l+1)a_{l-1}Y_{l-1,m}-l\mu Y_{lm}=(l+1)a_{l-1}Y_{l-1,m}-la_lY_{l+1,m}.\]
Projecting on \(R_iY_{l\pm1,m}\),
\[\langle l{+}1,m|\partial_z|l,m\rangle=a_l\int_0^{r_c}\!R_i\Big(R_j'-\frac{l}{r}R_j\Big)r^2dr,\tag{7}\]
\[\langle l{-}1,m|\partial_z|l,m\rangle=a_{l-1}\int_0^{r_c}\!R_i\Big(R_j'+\frac{l+1}{r}R_j\Big)r^2dr.\tag{8}\]
All other elements vanish, so \(\mathbf G\) couples \(l\) to \(l\pm1\) and a set with s waves alone has \(\mathbf G=0\). Each shell of fixed \(l\) is closed under rotation, so the \(z\) axis can be laid along \(\mathbf v_a\).

The divergence theorem gives \(\langle\phi_i|\nabla\phi_j\rangle+\langle\phi_j|\nabla\phi_i\rangle^*=\oint\mathbf n\,\phi_i^*\phi_j\,dA\). The smooth waves have the same values on the surface, so the surface term cancels in the difference and \(\mathbf G^\dagger=-\mathbf G\), although neither sphere integral is anti-Hermitian.

The example is hydrogen, nonrelativistic with a point nucleus, \(r_c=2\) bohr. Smooth waves are \(r^l\) times a cubic in \(r^2\), matched in value and three derivatives; \(\tilde v\) is a quadratic in \(r^2\) matched to \(-1/r\), with \(\tilde v(0)=-0.9375\) hartree. The radial 1s function at the nucleus drops from 2.000 to 0.891 bohr\(^{-3/2}\), and \(\Delta O_{1s,1s}=0.168617\), \(\Delta O_{2p,2p}=0.001051\). In bohr\(^{-1}\),
\[G_{2p,1s}=-0.098546+0.076248=-0.022298,\qquad G_{1s,2p}=0.192425-0.170128=+0.02230.\]
The surface term is \(-0.098546+0.192425=0.09388\) for the true waves and \(-0.076248+0.170128=0.09388\) for the smooth ones.

## Size of the remainder

For real functions and motion along \(z\), \(P=-iM\) with \(M\) real. The numerical check printed below builds \(M\) from a central time difference of \(T\) itself and tests (4), (5) and (6) against it; (7) and (8) are tested against quadrature for \(m=0\) and 1. The partial waves here are the nodeless bound state times \((1-r^2/r_c^2)^j\), since nothing above required energy eigenfunctions, with projectors in the span of \((1-r^2/r_c^2)^2\tilde\phi\). Four such waves at \(l=3\) have a Gram condition number of \(1.8\times10^4\), against \(4.3\times10^8\) for four energy waves; at \(l=0\) the two are alike, \(4.4\times10^5\) and \(6.8\times10^5\).

With four waves per \(l\) and \(l\le3\), every axially symmetric polynomial of degree three is expandable, and so is its \(z\) derivative. For two atoms at \(z=\mp2.1\) bohr, with velocities \(0.3\) and \(-0.7\) and both accelerating, a quadratic bra and a cubic ket give \(M=-0.111861\) from the definition and from (5).

The third condition can fail alone. With one s and one p wave, take the bra \(\tilde\phi_{2p}\) and the ket \(\tilde\phi_{1s}\). Both are expandable, so (6) leaves \(M_{\rm rem}/v=\langle\chi_{2p}|(1-Q)\partial_z\tilde\phi_{1s}\rangle\). The definition gives 0.020319 and (5) gives 0.020405 bohr\(^{-1}\); the difference \(-8.6\times10^{-5}\) is 0.4% of the former.

For two off-centre Gaussians, with \(n\) waves per \(l\), the differences in \(M/v\) are 0.515 for \((n,l_{\max})=(1,0)\), \(9.9\times10^{-3}\) for (1,1), \(-8.1\times10^{-5}\) for (2,2) and \(-1.8\times10^{-5}\) bohr\(^2\) for (4,3). The matrix element itself does not settle: it runs through \(-0.0068\), \(0.0190\), \(-0.248\) and \(-1.923\) bohr\(^2\). Each set defines a different \(T\), so a fixed smooth function stands for a different true function, and \(P\) has no set-independent value. Relative to the value from the definition, the error is 52% for (1,1), 0.03% for (2,2) and about \(10^{-5}\) for (4,3).

## Norm conservation

From (1), \(P^\dagger=+i\dot T^\dagger T\), so \(P-P^\dagger=-i(T^\dagger\dot T+\dot T^\dagger T)=-i\dot S\). Equation (1) gives \(\langle\tilde\psi|S|\partial_t\tilde\psi\rangle=-i\langle\tilde H+P\rangle\), and adding the conjugate and the explicit derivative,
\[\frac{d}{dt}\langle\tilde\psi|S|\tilde\psi\rangle=-i\langle P-P^\dagger\rangle+\langle\dot S\rangle=-\langle\dot S\rangle+\langle\dot S\rangle=0.\]
The pair \((P_{\rm sep},S_{\rm sep})\) obeys the same relation at any truncation. The term \(+i\mathbf v\cdot|p\rangle\mathbf G\langle p|\) is Hermitian, because \((i\mathbf G)^\dagger=-i\mathbf G^\dagger=i\mathbf G\), and drops out of \(P-P^\dagger\). The rest gives \(-i\mathbf v\cdot\sum(|p_i\rangle\Delta O_{ij}\langle\partial p_j|+|\partial p_i\rangle\Delta O_{ij}\langle p_j|)=-i\dot S_{\rm sep}\). A conserved norm therefore tests only the anti-Hermitian part of \(P\). It says nothing about the size of \(\mathbf G\): any anti-Hermitian \(\mathbf G\), zero included, conserves it. Nor does it fix the projector-gradient term fully: \(-i\mathbf v\cdot\sum|\partial p_i\rangle\Delta O_{ij}\langle p_j|\), with bra and ket exchanged, gives the same \(P-P^\dagger\) and conserves the norm as well, but does not produce the cancellation used in the next section.

In a model propagation (seven fixed Gaussians, Hamiltonian reduced to its kinetic and nonlocal parts, atom moving from \(-3\) bohr at \(v=0.5\) for 6 time units) the norm, sampled every 0.5 time units, drifts by at most \(8.9\times10^{-12}\) of its initial value with \(P\) and by 0.0376 without.

## Galilean invariance

For one atom in uniform motion put \(\psi=u(\mathbf r-\mathbf vt)e^{-i\varepsilon t}\). Then \(i\partial_t\psi=(\varepsilon-i\mathbf v\cdot\nabla)\psi=(\varepsilon+\mathbf v\cdot\hat{\mathbf p})\psi\), and in the comoving coordinate
\[(H-\mathbf v\cdot\hat{\mathbf p})u=\big[\tfrac12(\hat{\mathbf p}-\mathbf v)^2+V-\tfrac12v^2\big]u=\varepsilon u.\]
Since \((\hat{\mathbf p}-\mathbf v)e^{i\mathbf v\cdot\mathbf r}\phi=e^{i\mathbf v\cdot\mathbf r}\hat{\mathbf p}\phi\), the solution is \(u=e^{i\mathbf v\cdot\mathbf r}\phi_0\) with \(\varepsilon=E_0-v^2/2\).

The same ansatz for \(\tilde\psi\) in (1), with separable operators from here on, gives \((\tilde H+P-\mathbf v\cdot S\hat{\mathbf p})u=\varepsilon Su\). Integration by parts gives \(\langle\partial p|g\rangle=-\int(\nabla p^*)g=\langle p|\nabla g\rangle\), so the first term of (5) equals \(\sum|p_i\rangle\Delta O_{ij}\langle p_j|\,\mathbf v\cdot\hat{\mathbf p}\) and cancels the augmentation part of \(\mathbf v\cdot S\hat{\mathbf p}\). For motion along \(z\) there remains
\[(\tilde H+ivD)u=\varepsilon Su,\qquad D=\partial_z+\sum|p_i\rangle G_{ij}\langle p_j|,\]
where \(-iD\) is the separable form of \(T^\dagger\hat p_zT\), as (4) requires.

Expand \(u=u_0+vu_1+v^2u_2\), \(\varepsilon=E_0+v\varepsilon_1+v^2\varepsilon_2\), with a nondegenerate real \(u_0=\tilde\phi_{1s}\), \(A=\tilde H-E_0S\), \(Au_0=0\), \(\langle u_0|S|u_0\rangle=1\). First order reads \(Au_1+iDu_0=\varepsilon_1Su_0\). The function \(d=Du_0\) is a p function, so \(\varepsilon_1=0\) and \(u_1=-iA^{-1}d\), with \(A\) inverted in the p channel. Second order, projected on \(u_0\), gives \(\varepsilon_2=i\langle u_0|Du_1\rangle=\langle u_0|DA^{-1}d\rangle=-\langle d|A^{-1}d\rangle\), using \(D^\dagger=-D\). Thus
\[\varepsilon=E_0-\tfrac12fv^2,\qquad f=2\langle d|A^{-1}|d\rangle,\tag{9}\]
and Galilean invariance demands \(f=1\), which is the f-sum rule. Dropping \(G\) replaces \(D\) by \(\partial_z\). Dropping \(P\) replaces it by \(S\partial_z\), which is not anti-Hermitian; the same steps give \(f=2\langle\partial_zSu_0|A^{-1}|S\partial_zu_0\rangle\).

Here the projectors are built so that \(Au_0=0\) holds. With \(w=(\tilde h-E_0)\tilde\phi_0\), which vanishes outside the sphere, and \((H-E_0)\phi_0=0\), one has \((\Delta H-E_0\Delta O)_{k0}=-\langle\tilde\phi_k|w\rangle\), so \(A\tilde\phi_0=w-\sum_kp_k\langle\tilde\phi_k|w\rangle\). This is zero when \(w\) lies in the span of the projectors.

## A two-wave set with f = 1

Take \(\phi_0=\phi_{1s}\) and \(\phi_a=z\phi_0\). The matched smooth wave is unique, so \(\tilde\phi_a=z\tilde\phi_0\). From \(-\frac12\nabla^2(zF)=-\frac12z\nabla^2F-\partial_zF\),
\[(H-E_0)\phi_a=-\partial_z\phi_0,\qquad(\tilde h-E_0)\tilde\phi_a=y-\partial_z\tilde\phi_0,\qquad y=zw.\]
Choose \(p_a=y/\langle\tilde\phi_a|y\rangle\). Then \((\Delta H-E_0\Delta O)_{aa}=-\langle\phi_a|\partial_z\phi_0\rangle-\langle\tilde\phi_a|y\rangle+\langle\tilde\phi_a|\partial_z\tilde\phi_0\rangle=-G_{a0}-\langle\tilde\phi_a|y\rangle\), and
\[A\tilde\phi_a=y-p_a\langle\tilde\phi_a|y\rangle-\partial_z\tilde\phi_0-p_aG_{a0}=-d.\]
So \(A^{-1}d=-\tilde\phi_a\). In \(\langle\tilde\phi_a|d\rangle\) the term \(G_{a0}\) swaps the smooth sphere integral for the true one, and over all space
\[f=-2\int z\phi_0\,\partial_z\phi_0\,d^3r=-\int z\,\partial_z(\phi_0^2)\,d^3r=\int\phi_0^2\,d^3r=1.\]
A B-spline solution of (9) gives \(f=1.0000000\) with the full term, 0.70352 without \(G\) and 0.94457 without \(P\). With \(v^2/2=0.005\) the shifts are \(-0.005000\), \(-0.70352\times0.005=-0.003518\) and \(-0.94457\times0.005=-0.004723\) hartree (\(-0.1361\), \(-0.0957\), \(-0.1285\) eV).

The loss without \(G\) follows from \(d_0=d-p_aG_{a0}\) and \(\langle p_a|A^{-1}d\rangle=-1\):
\[f_0=2\langle d_0|A^{-1}|d_0\rangle=1+4G_{a0}+2G_{a0}^2\langle p_a|A^{-1}|p_a\rangle.\]
With \(G_{a0}=-0.084308\) the linear part is \(1-0.33723=0.66277\), which leaves \(0.70352-0.66277=0.04075\) for the quadratic term. Dropping all of \(P\) lands nearer to 1 than dropping \(G\) alone. It keeps the \(\Delta O\) terms of \(S\partial_z\) that \(P\) would cancel, and in this set they raise \(f\) from 0.70352 to 0.94457, partly offsetting the missing \(G\).

That offset depends on the set. Even for the same two waves the partial values change with the construction: \(r_c=1.5\) and 2.5 bohr give \(f=0.864\) and 0.515 without \(G\) and 0.982 and 0.883 without \(P\); at \(r_c=2\) bohr, matching two or four derivatives gives 0.593 or 0.777 without \(G\) and 0.903 or 0.965 without \(P\). The full term keeps \(f=1\) in all these cases as long as \(p_a\propto y\); a projector \(p_a\propto(1-r^2/r_c^2)^2\tilde\phi_a\) gives 1.0009. With ordinary energy partial waves (the bound 1s or 2p state, then solutions at 0.5 and 2.0 hartree) and \(n=1,2,3\) waves per \(l\), the full term gives \(f=0.964\), 0.9956, 0.9989; without \(G\), 0.734, 0.731, 0.738; without \(P\), 0.957, 1.027, 1.060. The full term approaches 1 over these three sets, the residue being truncation error of the separable operators, while the value without \(P\) passes through 1 between \(n=1\) and \(n=2\) and lies 6% above it at \(n=3\). At \(n=1\) the errors with and without \(P\), 3.6% and 4.3% of the required value 1, are alike, so this minimal energy set cannot tell from this test whether \(P\) is present, whereas the equally small set \(\phi_{1s},z\phi_{1s}\) can (1.0000000 against 0.94457).

## Computed results

```
rc = 2.0 bohr, matched derivatives = 3, vt(0) = -0.93750 Ha
radial R_1s(0) = 2.00000, smooth = 0.89096 bohr^-3/2
dO(1s,1s) = 0.168617, dO(2p,2p) = 0.001051
<2p|dz|1s>: AE -0.098546, smooth -0.076248, dG -0.022298 1/bohr
<1s|dz|2p>: AE 0.192425, smooth 0.170128, dG 0.022298 1/bohr
Gram condition, 4 energy waves, l=0..3: 6.8e+05, 7.7e+06, 8.4e+07, 4.3e+08
Gram condition, 4 shape waves, l=0..3: 4.4e+05, 7.2e+04, 3.1e+04, 1.8e+04
two atoms z=-2.1,2.1 bohr, v=0.3,-0.7 au: M def -0.111861, separable -0.111861 au
overlapping spheres, d = 2.5 bohr: <chi1s^a|d_R chi1s^b> = -1.6e-04 1/bohr
f = exp(-0.3|r-0.6z|^2), g = exp(-0.4|r+0.4z|^2); M/v in bohr^2
 n=1 lmax=0: def -0.006754, separable -0.521870, difference 5.15e-01
 n=1 lmax=1: def 0.018980, separable 0.009102, difference 9.88e-03
 n=2 lmax=2: def -0.248270, separable -0.248189, difference -8.13e-05
 n=4 lmax=3: def -1.923115, separable -1.923097, difference -1.79e-05
bra phit2p, ket phit1s: def 0.020319, separable 0.020405, difference -8.61e-05 1/bohr
propagation: alpha=0.3 bohr^-2, 7 Gaussians 1.5 bohr apart, R0=-3.0 bohr, v=0.5 au, t=6.0 au
max relative norm drift: with P 8.9e-12, without P 0.0376
set 1s, z*1s: dO(pp) = 0.032484 bohr^2, dG(p,1s) = -0.084308
set 1s, z*1s: f full 1.0000000, no dG 0.70352, no P 0.94457
energy sets: bound 1s or 2p, then E = 0.5, 2.0 Ha
 n=1 per l: f full 0.96388, no dG 0.73393, no P 0.95679
 n=2 per l: f full 0.99558, no dG 0.73123, no P 1.02672
 n=3 per l: f full 0.99886, no dG 0.73848, no P 1.05991
v = 0.1 au = 2.1877e+05 m/s
proton kinetic energy = 249.8 eV
eps - E0, full P: -0.005000 Ha = -0.1361 eV
eps - E0, no dG: -0.003518 Ha = -0.0957 eV
eps - E0, no P: -0.004723 Ha = -0.1285 eV
```
